# Rashba wire with pairing: gap closing and end-mode splitting

## The question

A clean one-band wire lies along $x$. Its electrons have kinetic energy $tk^2$ with $t=\hbar^2/2m$, chemical potential $\mu$, Rashba energy $\alpha k\sigma_y$ and Zeeman energy $V\sigma_x$, with the field perpendicular to the spin-orbit axis. A superconductor induces a uniform, real pairing $\Delta$, treated as a fixed mean field. Take $\alpha,\Delta,V>0$; $\mu$ may have either sign.

With $\Psi=(\psi_\uparrow,\psi_\downarrow,\psi_\downarrow^\dagger,-\psi_\uparrow^\dagger)^T$ the many-body Hamiltonian is $\frac12\int\Psi^\dagger H\Psi\,dx$ up to a constant, where
$$H=(\xi+\alpha k\sigma_y)\tau_z+V\sigma_x+\Delta\tau_x,\qquad \xi=tk^2-\mu,\quad k=-i\partial_x .$$
The matrices $\sigma$ act on spin and $\tau$ on the particle-hole index. The Zeeman term carries no $\tau_z$ because the hole components are time-reversed, and time reversal flips $\sigma_x$ but leaves $k\sigma_y$ unchanged.

For numbers use the round parameters $m=0.02$ electron masses, $\alpha=50$ meV nm, $\mu=0.3$ meV and $\Delta=0.4$ meV, which give $t=1905$ meV nm².

## Part (a)

**Diagonalise $H$ for an infinite wire.**

### Answer

Square $H$. Each of its four terms squares to a number, and the cross terms are anticommutators. Two matrices that anticommute contribute nothing, which removes the pairs $(\xi\tau_z,\Delta\tau_x)$, $(\alpha k\sigma_y\tau_z,V\sigma_x)$ and $(\alpha k\sigma_y\tau_z,\Delta\tau_x)$. The other three pairs commute and give twice their product:
$$H^2=S+2R,\qquad S=\xi^2+\alpha^2k^2+V^2+\Delta^2,$$
$$R=\xi\alpha k\,\sigma_y+\xi V\,\sigma_x\tau_z+V\Delta\,\sigma_x\tau_x .$$
The three matrices in $R$ anticommute with one another, so $R^2$ is again a number:
$$R^2=r^2,\qquad r=\sqrt{V^2\Delta^2+\xi^2V^2+\xi^2\alpha^2k^2}.$$
Since $R$ has zero trace, its eigenvalues $+r$ and $-r$ each occur twice. Hence
$$E_\pm^2=\xi^2+\alpha^2k^2+V^2+\Delta^2\pm2\sqrt{V^2\Delta^2+\xi^2V^2+\xi^2\alpha^2k^2}.$$

The signs of $E$ follow from $C=\tau_y\sigma_y$. It anticommutes with every term of $H$: with $V\sigma_x$ through $\sigma_y$, and with the other three through $\tau_y$. It therefore turns a state of energy $E$ into one of energy $-E$ with the same $E^2$. The four levels are $\pm E_+$ and $\pm E_-$.

## Part (b)

**Find every point at which the bulk gap closes. What changes if $\alpha=0$?**

### Answer

The gap closes where $E_-=0$. The product of the two branches avoids the square root:
$$E_+^2E_-^2=S^2-4r^2 .$$
Group $S$ as $(V^2+\alpha^2k^2)+(\xi^2+\Delta^2)$ and use $(a+b)^2=(a-b)^2+4ab$:
$$S^2=(V^2+\alpha^2k^2-\xi^2-\Delta^2)^2+4(V^2+\alpha^2k^2)(\xi^2+\Delta^2).$$
The last product is $4(V^2\xi^2+V^2\Delta^2+\alpha^2k^2\xi^2+\alpha^2k^2\Delta^2)$. Its first three terms are $4r^2$ and cancel, leaving
$$E_+^2E_-^2=(V^2+\alpha^2k^2-\xi^2-\Delta^2)^2+4\alpha^2k^2\Delta^2 .$$
Both squares must vanish. With $\alpha\Delta\neq0$ the second requires $k=0$, where $\xi^2=\mu^2$, and the first then requires
$$V^2=\Delta^2+\mu^2\equiv V_c^2 .$$
This is the only closing. At $k=0$ the spectrum formula is a perfect square, $E_\pm=|V\pm V_c|$, so the gap there closes linearly in the field and reopens.

For $\alpha=0$ the spectrum becomes $E_-=|\sqrt{\xi^2+\Delta^2}-V|$. It vanishes when $\xi^2=V^2-\Delta^2$, which for $\mu\ge0$ has a real solution $k$ at every $V\ge\Delta$. For $\mu<0$, where $\xi\ge|\mu|$, a solution exists at every $V\ge V_c$. The wire then stays gapless instead of reopening. At these fields spin-orbit coupling is what keeps a gap open at finite $k$; for $V<\Delta$ the wire is gapped even at $\alpha=0$.

For the given parameters $V_c=\sqrt{0.3^2+0.4^2}=0.5$ meV. At $V=1$ meV the level at $k=0$ is $1-0.5=0.5$ meV, but the bulk minimum is $0.346$ meV, at $k=0.0346$ nm⁻¹. Well above the transition the energy at $k=0$ is thus not the bulk gap.

## Part (c)

**The wire now fills $x>0$, with a hard wall at $x=0$. How many normalisable zero-energy states does it have on each side of $V_c$?**

### Answer

**Reduction to two components.** Consider states with $C\varphi=c\varphi$, $c=\pm1$. Multiplying by $\sigma_y$ gives $\tau_y\varphi=c\sigma_y\varphi$. Since $\tau_z\tau_x=i\tau_y$,
$$\tau_zH\varphi=\left[\xi+(\alpha k+ic\Delta)\sigma_y+V\sigma_x\tau_z\right]\varphi .$$
The matrices $\sigma_y$ and $\sigma_x\tau_z$ commute with $C$, anticommute with each other and square to one. Within the two-dimensional sector they can be written as Pauli matrices $s_y$ and $s_x$. With $k=-i\partial$ and the real matrix $\varepsilon=is_y$, so that $\varepsilon_{12}=1=-\varepsilon_{21}$, the operator is
$$D_c=-t\partial^2-\mu+Vs_x-(\alpha\partial-c\Delta)\varepsilon .$$
Since $\tau_z$ anticommutes with $C$, it maps one sector onto the other; use it to carry the basis across. It commutes with $\sigma_y$ and $\sigma_x\tau_z$, so the same $s$ matrices serve in both sectors. A state with parts $u$ ($c=+1$) and $v$ ($c=-1$) obeys
$$D_+u=Ev,\qquad D_-v=Eu. \tag{1}$$
At $E=0$ the sectors decouple.

**Decay rates.** Insert $we^{-\kappa x}$ and define $h=t\kappa^2+\mu$, $g=\alpha\kappa+c\Delta$. Then
$$\begin{pmatrix}-h&V+g\\V-g&-h\end{pmatrix}w=0,\qquad h^2+g^2=V^2 .$$
Written out, the condition is
$$t^2\kappa^4+(2t\mu+\alpha^2)\kappa^2+2c\alpha\Delta\kappa+V_c^2-V^2=0. \tag{2}$$

**Counting decaying roots.** A root $\kappa=iy$ on the imaginary axis would need $2c\alpha\Delta y=0$ from the imaginary part, hence $y=0$ and $V=V_c$. The number of roots with $\mathrm{Re}\,\kappa>0$ can therefore change only at $V_c$.

Below $V_c$, count at $V=0$. There $h=\pm ig$, which gives two quadratics,
$$t\kappa^2\mp i\alpha\kappa+\mu\mp ic\Delta=0 .$$
The roots of each sum to $\pm i\alpha/t$, which is imaginary, so their real parts are opposite, and they are nonzero. Each quadratic supplies one decaying root, making two in each sector.

At $V_c$ one root passes through zero. Keeping the linear and constant terms of (2),
$$\kappa\simeq\frac{V^2-V_c^2}{2c\alpha\Delta}. \tag{3}$$
As $V$ rises this root becomes positive for $c=+1$ and negative for $c=-1$. Above $V_c$ the sectors have three and one decaying roots.

**Boundary condition.** The first row of the matrix is solved by $w=(V+g,\,h)$, and the second row then reads $V^2-g^2-h^2=0$. Let $\rho=h/(V+g)$. From $\rho^2(V+g)^2=V^2-g^2$ one gets $\rho^2(V+g)=V-g$, so
$$g=V\frac{1-\rho^2}{1+\rho^2}.$$
The direction of $w$ fixes $g$ and hence $\kappa$. (If $V+g=0$, the spinor is $(0,1)$ and $\rho$ is infinite, which again fixes $g$.) Different roots thus have non-parallel spinors. I take the roots to be distinct. Since the derivative of (2) with respect to $\kappa$ is a cubic independent of $V$, this excludes at most three values of $V^2$ per sector.

The wall demands $\sum_ja_jw_j=0$, which is two equations. One spinor, or two non-parallel ones, allow no solution. Three spinors spanning the plane allow one. The half-line has no zero mode for $V<V_c$ and one for $V>V_c$, in the sector $c=+1$.

In a 2000 nm wire at $V=0.3$ meV the lowest level is $0.202$ meV, close to the bulk minimum of $0.200$ meV: no low-lying end mode appears.

## Part (d)

**For $V>V_c$, find the lowest positive level $E_0$ of a long wire with hard walls at $0$ and $L$. State what splitting it represents.**

### Answer

Let $\varphi$ be the half-line mode of part (c), with $\int_0^\infty\varphi^T\varphi\,dx=1$. It can be chosen real because $D_+$ is real and the mode is unique. Let $u,v$ solve (1) in the finite wire, so that both vanish at both walls.

**An exact identity.** Multiply $D_-v=Eu$ by $\varphi^T$ and integrate over the wire. The second-derivative term gives
$$-t\int_0^L\varphi^Tv''=-t\left[\varphi^Tv'-\varphi'^Tv\right]_0^L-t\int_0^L\varphi''^Tv .$$
Since $\varphi(0)=v(0)=v(L)=0$, the bracket leaves $-t\varphi(L)^Tv'(L)$. In the terms with $\varepsilon$, use $\varepsilon^T=-\varepsilon$; the boundary term $\varphi^T\varepsilon v$ vanishes, and
$$-\int_0^L\varphi^T(\alpha\partial+\Delta)\varepsilon v=-\int_0^L\left[(\alpha\partial-\Delta)\varepsilon\varphi\right]^Tv .$$
The integrals combine into $\int(D_+\varphi)^Tv=0$. Therefore
$$E\int_0^L\varphi^Tu\,dx=-t\,\varphi(L)^Tv'(L). \tag{4}$$

**The right-hand mode.** Try $s_x\varphi(L-x)$. Reflection reverses $\partial$, and $s_x$ reverses $\varepsilon$ because $\varepsilon s_x=-s_x\varepsilon$. The term $-(\alpha\partial+\Delta)\varepsilon$ of $D_-$ becomes $-(\alpha\partial-\Delta)\varepsilon$, which is that of $D_+$. Hence
$$D_-\,s_x\varphi(L-x)=s_x(D_+\varphi)(L-x)=0 .$$
This mode vanishes at $x=L$ and has slope $-s_x\varphi'(0)$ there.

**Leading order.** Equations (1) and the adjoint relation $D_-=D_+^\dagger$ give $u$ and $v$ equal norms when $E\ne0$; set both to one. When $L$ greatly exceeds the longest decay length, the bulk gap isolates the end-mode pair, with $u\simeq\varphi$ and $v\simeq s_x\varphi(L-x)$ up to signs. Equation (4) becomes
$$E_0\simeq t\left|\varphi(L)^Ts_x\varphi'(0)\right| . \tag{5}$$
The factor $\varphi(L)$ is already exponentially small, so the corrections to $u$ and $v$ enter at higher exponential order.

**Explicit form.** Write $\varphi=\sum_{j=1}^3a_jw_je^{-\kappa_jx}$. With $w\times w'=w_1w'_2-w_2w'_1$, the wall condition is solved by
$$(a_1,a_2,a_3)=\mathcal N\,(w_2\times w_3,\;w_3\times w_1,\;w_1\times w_2),$$
where the subscripts now label roots. The constant $\mathcal N$ makes $\varphi$ real and is fixed in size by
$$\sum_{ij}\frac{a_i^*a_j\,w_i^\dagger w_j}{\kappa_i^*+\kappa_j}=1 .$$
Then
$$E_0\simeq\Big|\sum_jB_je^{-\kappa_jL}\Big|,\qquad B_j=t\,a_j\,w_j^Ts_x\varphi'(0),\quad \varphi'(0)=-\sum_j\kappa_ja_jw_j. \tag{6}$$
If a complex pair $\kappa=1/\ell\pm iq$ decays most slowly, with $B$ the amplitude of the root with $+iq$, adding the two conjugate terms gives
$$E_0\simeq2|B|\,e^{-L/\ell}\,|\cos(qL-\arg B)| . \tag{7}$$

**Which splitting.** The Bogoliubov levels $\pm E_0$ lie $2E_0$ apart, but they describe one fermion mode, because $\Psi$ lists every electron operator twice. Filling that mode costs $E_0$. The two lowest many-body states, which have opposite fermion parity, therefore differ by $E_0$.

**Zeros.** Follow $u\simeq\varphi$ and $v\simeq s_x\varphi(L-x)$ continuously in $L$, with fixed signs. Then $E$ in (1) is a real continuous function that follows the signed version of (7). It changes sign near each zero of the cosine, so it passes through zero there. These are true crossings, at which the parity of the ground state switches; at large $L$ they are spaced by $\pi/q$.

## Part (e)

**Evaluate the splitting at $V=1$ meV. Is its decay with length oscillatory at every field above $V_c$?**

### Answer

**At $V=1$ meV.** The coefficients of (2) are $2t\mu+\alpha^2=1143+2500=3643$ meV² nm², $2\alpha\Delta=40$ meV² nm and $V_c^2-V^2=-0.75$ meV². The decaying roots are
$$0.00960\ \text{nm}^{-1},\qquad 0.00393\pm0.0349\,i\ \text{nm}^{-1}.$$
The complex pair is the slower. It gives $\ell=254$ nm and a crossing spacing $\pi/q=90$ nm. The amplitude is $2|B|=0.541$ meV, with $\arg B=-1.062$.

For $L=2000$ nm the envelope is
$$0.541\,e^{-2000/254.19}=2.07\times10^{-4}\ \text{meV}.$$
The phase is $0.034898\times2000+1.062=70.858$, whose cosine has magnitude $0.171$. The product is $3.5\times10^{-5}$ meV. Diagonalising the full four-component wire gives $3.54\times10^{-5}$ meV, or $E_0/h=8.6$ MHz.

| $L$ (nm) | $E_0$, diagonalised (meV) | $E_0$ from (6) (meV) | envelope (meV) |
|---|---|---|---|
| 500 | $7.17\times10^{-2}$ | $6.92\times10^{-2}$ | $7.57\times10^{-2}$ |
| 1000 | $1.794\times10^{-3}$ | $1.793\times10^{-3}$ | $1.06\times10^{-2}$ |
| 1500 | $1.481\times10^{-3}$ | $1.481\times10^{-3}$ | $1.48\times10^{-3}$ |
| 3000 | $1.99\times10^{-6}$ | $1.99\times10^{-6}$ | $4.05\times10^{-6}$ |

At 500 nm, about two decay lengths, formula (6) misses by 3% of the envelope. At 1000 nm the miss is below 0.01% of it.

Between 1000 and 1500 nm the envelope falls sevenfold while $E_0$ falls by only 17% of its value at 1000 nm. The first length lies near a zero of the cosine and the second near a maximum. These two lengths alone would give a badly wrong decay length.

Equation (7) predicts a crossing at $L=1545$ nm. The diagonalised $E_0$ there is below $10^{-4}$ of the envelope. The determinant of the real operator $D_-$, in a finite basis, has opposite signs 20 nm to either side, which confirms a zero between them.

**Other fields.** Near $V_c$ the real root (3) tends to zero while the others stay finite. It then governs the decay, and at large $L$ the splitting falls as a pure exponential, without crossings. The decay length diverges at the transition, where the bulk gap closes.

To find where the regimes meet, let the real root equal the real part of the pair. The roots of (2) sum to zero, so they are $\kappa$, $\kappa\pm iq$ and $-3\kappa$. Multiply out, with $z$ as the variable:
$$(z^2+2\kappa z-3\kappa^2)(z^2-2\kappa z+\kappa^2+q^2).$$
The coefficient of $z^2$ is $q^2-6\kappa^2$, and that of $z$ is $8\kappa^3+2\kappa q^2$. Comparison with (2) divided by $t^2$ gives
$$q^2-6\kappa^2=\frac{2t\mu+\alpha^2}{t^2},\qquad 8\kappa^3+2\kappa q^2=\frac{2\alpha\Delta}{t^2}.$$
Eliminating $q^2$ and multiplying by $t^2/2$,
$$10t^2\kappa^3+(2t\mu+\alpha^2)\kappa=\alpha\Delta .$$
For $2t\mu+\alpha^2>0$ the left side increases with $\kappa$, so there is one solution. Here $\kappa=0.004551$ nm⁻¹, and the condition $h^2+g^2=V^2$ gives
$$V=\sqrt{(0.03946+0.3)^2+(0.22755+0.4)^2}=0.713\ \text{meV}.$$

Under the same condition the left side of (2) is convex in real $\kappa$. Above $V_c$ it is negative at $\kappa=0$, so it has two real roots, and the other two form a complex pair. The dominant root can therefore change only at $0.713$ meV. In this example the decay as $L\to\infty$ is monotonic for $0.5<V<0.713$ meV and oscillatory above. How long the wire must be depends on the amplitudes as well as the rates. The pair's amplitude $2|B|$ is about twice that of the real root ($0.397$ against $0.206$ meV at $V=0.70$ meV), so just below $0.713$ meV crossings persist until the small difference in rates overcomes that factor. The last crossing lies near 2200 nm at $V=0.70$ meV and near 8800 nm at $V=0.71$ meV. At $V=0.6$ meV it lies below 200 nm, and $E_0$ falls monotonically beyond about 1200 nm.

At $V=0.6$ meV the real root gives a decay length of 439 nm and the pair 209 nm. The diagonalised levels at 3000 and 4000 nm are $1.484\times10^{-4}$ and $1.526\times10^{-5}$ meV, so
$$\frac{1000\ \text{nm}}{\ln(1.484\times10^{-4}/1.526\times10^{-5})}=440\ \text{nm}.$$
The linear estimate (3) gives $40/0.11=364$ nm, already 17% short of the 439 nm given by the root of (2).

**Limits of the result.** The formulas assume one band, hard walls, no disorder and a pairing that does not depend on field or position. They also omit charging energy and the orbital effect of the field. With $V=g\mu_BB/2$, the value $V=1$ meV means about 2.3 T for $g=15$ or 0.7 T for $g=50$, fields at which a constant $\Delta$ and the neglect of orbital effects are strong assumptions. The splitting at 2000 nm corresponds to 0.4 mK. The absence of low-lying states below $V_c$ is shown only for the clean hard-wall wire; smooth confinement or disorder can produce near-zero levels there, so a small level in a real device does not by itself establish $V>V_c$. Equation (6) needs a wire several decay lengths long, so at fixed $L$ it fails as $V$ approaches $V_c$. The remaining values are in the numerical output.

## Computed values

```
effective mass / electron mass       0.020
t = hbar^2/2m                        1904.99 meV nm^2
Rashba alpha                         50.0 meV nm
mu, Delta                            0.30, 0.40 meV
critical Zeeman energy               0.5000 meV
gap at V=1, alpha=0, at k=0.02527/nm  2.8e-16 meV
bulk min |E| at V=0.3                0.2000 meV
lowest wire level, V=0.3, L=2000 nm  0.2023 meV
bulk min |E| at V=1.0                0.3464 meV
  reached at k                       0.03457 1/nm
|E| at k=0, V=1.0                    0.5000 meV
V=1.0: real root                     0.009595 1/nm
V=1.0: pair, real part               0.003934 1/nm
V=1.0: pair, imaginary part q        0.034898 1/nm
V=1.0: decay length ell              254.19 nm
V=1.0: crossing spacing pi/q         90.02 nm
V=1.0: amplitude 2|B|                0.5411 meV
V=1.0: phase arg B                   -1.0620 rad
identity at L=600 nm, left side      5.283606e-02 meV
identity at L=600 nm, right side     5.283606e-02 meV
E0 in meV at V=1: L/nm, diagonalized, 3 exponentials, cosine, envelope
     500  7.16989e-02  6.92126e-02  7.13868e-02  7.56855e-02
    1000  1.79401e-03  1.79335e-03  1.77541e-03  1.05865e-02
    1500  1.48100e-03  1.48093e-03  1.48078e-03  1.48078e-03
    2000  3.54096e-05  3.54096e-05  3.54083e-05  2.07125e-04
    2500  2.72942e-05  2.72942e-05  2.72942e-05  2.89715e-05
    3000  1.98568e-06  1.98568e-06  1.98568e-06  4.05239e-06
BdG level distance 2*E0, L=2000 nm   7.08191e-05 meV
parity splitting E0/h, L=2000 nm     8.562 MHz
predicted crossing length            1544.96 nm
  E0 there / envelope there          7.74e-05
V=0.6: 1/real root                   439.40 nm
V=0.6: 1/real part of pair           208.62 nm
V=0.6: E0 at L=3000 nm, diagonalized 1.48443e-04 meV
V=0.6: E0 at L=3000 nm, formula      1.48442e-04 meV
V=0.6: E0 at L=4000 nm, diagonalized 1.52627e-05 meV
V=0.6: decay length from these two   439.60 nm
field where the decay rates agree    0.71348 meV
  common decay rate                  0.004551 1/nm
```
